# Jacob-Wick partial waves and muon pair production through one photon

## 1. A case that can be read off

Let a massless electron of helicity $+\tfrac12$ move along $+z$ and meet a massless positron of helicity $-\tfrac12$ moving along $-z$. The positron's spin is opposite to its momentum, so it too points along $+z$. Orbital motion along $z$ carries no $J_z$, and the pair has $J_z=+1$. Suppose that it annihilates into a state of total angular momentum $J=1$, which then becomes a muon pair of the same helicities along a direction $\hat n$ at angle $\theta$ to $z$. That pair has $\mathbf J\cdot\hat n=+1$.

A spin-one state with $J_z=1$ is two spins one-half, both up along $z$. Each is up along $\hat n$ with amplitude $\cos(\theta/2)$, so the angular amplitude is

$$d^1_{11}(\theta)=\cos^2\tfrac{\theta}{2}=\tfrac12(1+\cos\theta),\qquad d^1_{1,-1}(\theta)=\sin^2\tfrac{\theta}{2}. \tag{1}$$

The second function belongs to muons of reversed helicities. The angular dependence follows from rotations alone; the dynamics supplies one number. The helicity expansion extends this to any spins and any $J$. Two matters need care: the phase of the particle that moves along $-z$, and the proof that one photon gives $J=1$ and nothing else.

## 2. The second particle

We set $\hbar=c=1$ and work in the centre-of-mass frame. Rotation matrices are $d^j_{m'm}(\theta)=\langle jm'|e^{-i\theta J_y}|jm\rangle$ and $D^j_{m'm}(\alpha,\beta,\gamma)=e^{-im'\alpha}d^j_{m'm}(\beta)e^{-im\gamma}$.

Particle 1, with helicity $\lambda_1$, is its rest state $\chi_{\lambda_1}$ boosted along $+z$. Particle 2 can be made by rotating such a state through $\pi$ about $y$. For spin one-half, $e^{-i\pi\sigma_y/2}=-i\sigma_y$ sends up to down and down to minus up. A spin-$s$ state $\chi_\lambda$ is a symmetric product of $s+\lambda$ ups and $s-\lambda$ downs, and each down gives one minus sign:

$$e^{-i\pi J_y}\chi_\lambda=(-1)^{s-\lambda}\chi_{-\lambda}. \tag{2}$$

The Jacob-Wick convention cancels this sign. With $L_{\pm z}$ the boost along $\pm z$,

$$|{-p\hat z},\lambda_2\rangle=(-1)^{s_2-\lambda_2}e^{-i\pi J_y}L_z\chi_{\lambda_2}=(-1)^{s_2-\lambda_2}L_{-z}e^{-i\pi J_y}\chi_{\lambda_2}=L_{-z}\chi_{-\lambda_2}, \tag{3}$$

because $(-1)^{2(s_2-\lambda_2)}=1$. The rest spin of particle 2 is therefore $\chi_{-\lambda_2}$ with coefficient $+1$.

## 3. Two-particle states of definite $J$

Let $|\hat z;\lambda_1\lambda_2\rangle$ be the product of the two states. It has $J_z=\lambda\equiv\lambda_1-\lambda_2$. The pair along $\hat n=(\theta,\phi)$ is $R(\phi,\theta,-\phi)|\hat z;\lambda_1\lambda_2\rangle$, normalized on the sphere to $\delta^2(\hat n-\hat n')$. Helicities do not change under rotations, so we may expand at fixed $\lambda_1\lambda_2$:

$$|\hat z;\lambda_1\lambda_2\rangle=\sum_J c_J|J\lambda;\lambda_1\lambda_2\rangle,\qquad |\hat n;\lambda_1\lambda_2\rangle=\sum_{JM}c_J D^J_{M\lambda}(\phi,\theta,-\phi)|JM;\lambda_1\lambda_2\rangle. \tag{4}$$

The phase of $|JM;\lambda_1\lambda_2\rangle$ is chosen so that $c_J>0$. To find $c_J$, use $\int d\Omega\,|\hat n\rangle\langle\hat n|=1$ at fixed helicities. Each normalized state then gives $1=c_J^2\int d\Omega\,|D^J_{M\lambda}|^2$. Summing over the $2J+1$ values of $M$, with $\sum_M|D^J_{M\lambda}|^2=1$ by unitarity of $D$, gives $2J+1=4\pi c_J^2$. Hence

$$c_J=\sqrt{\frac{2J+1}{4\pi}},\qquad \int d\Omega\,|D^J_{M\lambda}|^2=\frac{4\pi}{2J+1}. \tag{5}$$

Orthogonality of states with different $J$ likewise makes $\int d\Omega\,D^{J*}_{M\lambda}D^{J'}_{M\lambda}$ vanish for $J\ne J'$.

**Orbital and spin coupling.** Let $|JM;LS\rangle$ be the state of orbital momentum $L$ and total spin $S$, and $C$ a Clebsch-Gordan coefficient. Along $\hat z$ the spherical harmonics reduce to $Y_{Lm}(\hat z)=\delta_{m0}\sqrt{(2L+1)/4\pi}$, and by (3) the rest spins are $\lambda_1$ and $-\lambda_2$. The overlap of $|\hat z;\lambda_1\lambda_2\rangle$ with $|J\lambda;LS\rangle$ follows at once; by (4) it is also $c_J$ times the wanted coefficient. Dividing,

$$\langle JM;LS|JM;\lambda_1\lambda_2\rangle=\sqrt{\frac{2L+1}{2J+1}}\;C(L0;S\lambda|J\lambda)\,C(s_1\lambda_1;s_2{-\lambda_2}|S\lambda). \tag{6}$$

Without the phase, an extra $(-1)^{s_2-\lambda_2}$ would appear here.

**Parity.** Parity reverses momenta, keeps rest spins, and multiplies by the intrinsic parities $\eta_1\eta_2$. It takes $|\hat z;\lambda_1\lambda_2\rangle$ to a pair along $-\hat z$ with rest spins $\chi_{\lambda_1},\chi_{-\lambda_2}$. Turning $|\hat z;-\lambda_1,-\lambda_2\rangle$ by $e^{-i\pi J_y}$ gives the same pair, with the sign $(-1)^{s_1+\lambda_1+s_2-\lambda_2}$ from (2). So

$$P|\hat z;\lambda_1\lambda_2\rangle=\eta_1\eta_2(-1)^{s_1+s_2+\lambda}e^{-i\pi J_y}|\hat z;-\lambda_1,-\lambda_2\rangle. \tag{7}$$

Take the part of definite $J$. On the right, $e^{-i\pi J_y}|J,-\lambda\rangle=(-1)^{J+\lambda}|J,\lambda\rangle$. The total exponent is $J+s_1+s_2+2\lambda$. Since $2\lambda$ and $2(s_1+s_2)$ are both even or both odd, this has the same parity as $J-s_1-s_2$:

$$P|JM;\lambda_1\lambda_2\rangle=\eta_1\eta_2(-1)^{J-s_1-s_2}|JM;-\lambda_1,-\lambda_2\rangle. \tag{8}$$

## 4. The scattering amplitude

Write $S=1+iT$. Rotational invariance makes $T$ diagonal in $J,M$ and independent of $M$; its remaining entries are $T^J_{\mu\lambda}$, where $\mu=\lambda_3-\lambda_4$ for the final pair and the separate helicities are understood. From (4) and (5),

$$\langle\hat n;\lambda_3\lambda_4|T|\hat z;\lambda_1\lambda_2\rangle=\sum_J\frac{2J+1}{4\pi}\,T^J_{\mu\lambda}D^{J*}_{\lambda\mu}(\phi,\theta,-\phi). \tag{9}$$

To turn this into a scattering amplitude, take the plane wave at large distance,

$$e^{ipz}\to\frac{2\pi}{ipr}\left[\delta^2(\hat n-\hat z)e^{ipr}-\delta^2(\hat n+\hat z)e^{-ipr}\right]. \tag{10}$$

Scattering replaces the outgoing $\delta^2(\hat n-\hat z)$ by $\langle\hat n|S|\hat z\rangle$. The added wave is $f e^{ipr}/r$ with $f=(2\pi/p)\langle\hat n|T|\hat z\rangle$. In an inelastic channel the outgoing wave is normalized to flux, so that $|f|^2=d\sigma/d\Omega$ there too. Therefore

$$f=\frac{1}{2p}\sum_J(2J+1)\,T^J_{\mu\lambda}\,e^{i(\lambda-\mu)\phi}\,d^J_{\lambda\mu}(\theta). \tag{11}$$

This is the Jacob-Wick expansion, with $p$ the initial momentum. Different $J$ interfere at fixed angle but not in the integral, for which (5) gives

$$\sigma_{\mu\lambda}=\frac{\pi}{p^2}\sum_J(2J+1)|T^J_{\mu\lambda}|^2. \tag{12}$$

The factor $1/2p$ agrees with unitarity. From $S^\dagger S=1$ one has $T^\dagger T=-i(T-T^\dagger)$, whose diagonal entries are $2\,\mathrm{Im}\,T_{\lambda\lambda}$. Summing (12) over all final states gives $(2\pi/p^2)\sum_J(2J+1)\mathrm{Im}\,T^J_{\lambda\lambda}=(4\pi/p)\,\mathrm{Im}f_{\lambda\lambda}(\theta=0)$, the optical theorem.

## 5. Why one photon gives only $J=1$

For $e^-e^+\to\mu^-\mu^+$ at lowest order, with $Z$ exchange neglected, each vertex is $+ie\gamma^\mu$ (lepton charge $-e$) and the propagator is $-ig_{\mu\nu}/s$. Since $(ie)^2(-i)=ie^2$,

$$\mathcal M=\frac{e^2}{s}\,j^\mu j'_\mu,\qquad j^\mu=\bar v(p_2)\gamma^\mu u(p_1),\quad j'^\mu=\bar u(p_3)\gamma^\mu v(p_4), \tag{13}$$

with the lepton before the antilepton in both states. The Dirac equations $\not p_1u=mu$ and $\bar v\not p_2=-m\bar v$ give

$$(p_1+p_2)_\mu j^\mu=\bar v(\not p_2+\not p_1)u=(-m+m)\bar vu=0. \tag{14}$$

In the centre-of-mass frame this reads $\sqrt s\,j^0=0$, so $\mathcal M=-(e^2/s)\,\mathbf j\cdot\mathbf j'$. The three numbers $\mathbf j$ depend linearly on the initial state and turn as a vector when it is rotated. A rotation-covariant map into vectors vanishes on every multiplet with $J\neq1$. Hence $T^J=0$ for $J\ne1$, for any lepton masses.

Current conservation does real work here. For an axial current, $\gamma_5$ anticommutes with $\not p_1$, and the divergence is $-2m\,\bar v\gamma_5u$. Then $j^0\neq0$ for massive leptons, and this rotational scalar feeds $J=0$. Numerical projection at $\sqrt s=1$ with masses $0.3$ and $0.4$ shows both facts. For the photon the norm of $T^1$ (root of the summed squares) is $0.576\,\alpha$, and the other waves up to $J=4$ vanish to numerical precision. When both vertices are made axial, with the propagator $-ig_{\mu\nu}/s$ kept, $T^0$ has norm $0.333\,\alpha$. This value depends on the propagator: a numerator $-g_{\mu\nu}+q_\mu q_\nu/M^2$, as for a massive vector boson, multiplies the time component, and with it $T^0$, by $1-s/M^2$.

## 6. The elements of $T^1$

Let particle 1 have momentum $\mathbf p$, energy $E=\sqrt s/2$ and rest spin $\chi_1$, and let the antiparticle have momentum $-\mathbf p$ and rest spin $\chi_2$. In the Dirac representation, with $v=i\gamma^2u^*$ and $\eta=i\sigma_2\chi_2^*$,

$$u=\begin{pmatrix}\sqrt{E+m}\,\chi_1\\ \sqrt{E-m}\,\boldsymbol\sigma\!\cdot\!\hat p\,\chi_1\end{pmatrix},\qquad v=\begin{pmatrix}\sqrt{E-m}\,\boldsymbol\sigma\!\cdot\!\hat p\,\eta\\ -\sqrt{E+m}\,\eta\end{pmatrix}, \tag{15}$$

where $\sigma_2\boldsymbol\sigma^*=-\boldsymbol\sigma\sigma_2$ was used. The matrix $\gamma^0\gamma^i$ has $\sigma_i$ in its off-diagonal blocks, so

$$\mathbf j=(E-m)\,\eta^\dagger(\boldsymbol\sigma\!\cdot\!\hat p)\boldsymbol\sigma(\boldsymbol\sigma\!\cdot\!\hat p)\chi_1-(E+m)\,\eta^\dagger\boldsymbol\sigma\chi_1. \tag{16}$$

With $(\boldsymbol\sigma\cdot\hat p)\boldsymbol\sigma(\boldsymbol\sigma\cdot\hat p)=2\hat p(\boldsymbol\sigma\cdot\hat p)-\boldsymbol\sigma$, the part of $\eta^\dagger\boldsymbol\sigma\chi_1$ across $\hat p$ is multiplied by $-2E=-\sqrt s$ and the part along $\hat p$ by $-2m$.

Now put $\hat p=\hat z$, $\chi_1=\chi_{\lambda_1}$ and, by (3), $\chi_2=\chi_{-\lambda_2}$. Since $i\sigma_2$ sends up to minus down and down to up, the vector $\eta^\dagger\boldsymbol\sigma\chi_1$ for each helicity pair is

- $(+-)$: $-(1,i,0)=\sqrt2\,\boldsymbol\epsilon_{+1}$;
- $(-+)$: $(1,-i,0)=\sqrt2\,\boldsymbol\epsilon_{-1}$;
- $(++)$ and $(--)$: $(0,0,1)=\boldsymbol\epsilon_0$.

The current is thus

$$\mathbf j=-\sqrt{2s}\,c_\lambda\boldsymbol\epsilon_\lambda,\qquad c_{\pm1}=1,\quad c_0=\frac{\sqrt2\,m}{\sqrt s}. \tag{17}$$

The equality of $c$ for opposite helicities is what (8) demands: a lepton and its antilepton have $\eta_1\eta_2=-1$, and the vector current creates a state of odd parity.

The final current is the complex conjugate of the same expression turned to $\hat n$, where $\boldsymbol\epsilon_\mu(\hat n)=\sum_MD^1_{M\mu}\boldsymbol\epsilon_M$. Hence $\boldsymbol\epsilon_\mu(\hat n)^*\cdot\boldsymbol\epsilon_\lambda=D^{1*}_{\lambda\mu}$ and

$$\mathcal M=-2e^2c_\mu c_\lambda\,e^{i(\lambda-\mu)\phi}d^1_{\lambda\mu}(\theta), \tag{18}$$

with the muon mass in $c_\mu$ and the electron mass in $c_\lambda$. With $p'$ the muon momentum, $d\sigma/d\Omega=|\mathcal M|^2p'/(64\pi^2sp)$, so $f=\mathcal M\sqrt{p'/p}/(8\pi\sqrt s)$. Comparing with the $J=1$ term of (11), and using $e^2=4\pi\alpha$, $p=\beta_e\sqrt s/2$, $p'=\beta_\mu\sqrt s/2$,

$$T^1_{\mu\lambda}=\frac{2p}{3}\,\frac{\sqrt{p'/p}}{8\pi\sqrt s}\,(-2e^2c_\mu c_\lambda)=-\frac{\alpha}{3}\sqrt{\beta_e\beta_\mu}\;c_\mu c_\lambda. \tag{19}$$

## 7. The cross section and its limits

Over the four helicity pairs, $\sum c^2=2+2(2m^2/s)=2(1+2m^2/s)$. Averaging (12) over the four initial states gives

$$\sigma=\frac{3\pi}{4p^2}\sum|T^1|^2=\frac{4\pi\alpha^2}{3s}\,\frac{\beta_\mu}{\beta_e}\left(1+\frac{2m_e^2}{s}\right)\left(1+\frac{2m_\mu^2}{s}\right), \tag{20}$$

since $3\pi/4p^2=3\pi/(s\beta_e^2)$ and $\sum|T^1|^2=\tfrac49\alpha^2\beta_e\beta_\mu(1+2m_e^2/s)(1+2m_\mu^2/s)$.

At high energy all masses drop out and $\sigma=4\pi\alpha^2/3s$. The approach is fast: with $x=4m_\mu^2/s$, the muon factor is $\sqrt{1-x}\,(1+x/2)=1-\tfrac38x^2+\dots$. In this factor the linear terms cancel, because the lost phase space is made up by muon pairs with $\mu=0$. In the electron factor they add: with $x_e=4m_e^2/s$ it is $(1+x_e/2)/\sqrt{1-x_e}=1+x_e+\dots$, which is linear in $1/s$ but small, since $x_e=(m_e/m_\mu)^2x$.

At the muon threshold $s\to4m_\mu^2$, the last factor tends to $3/2$ and, with the electron mass neglected, $\sigma\to2\pi\alpha^2\beta_\mu/s$. There $c_0=1/\sqrt2$, the ratio that (6) gives for $L=0$, $S=1$. The tree result is not reliable at the threshold itself. Over a distance $1/(m_\mu\beta_\mu)$ the Coulomb energy is of order $\alpha m_\mu\beta_\mu$, against a kinetic energy of order $m_\mu\beta_\mu^2$; their ratio $\alpha/\beta_\mu$ must be small.

## 8. The resonant limit

A single $J=1$ resonance at energy $E_0$, coupled to channels and helicities by a vector $g$, has

$$S=1-\frac{i\,gg^\dagger}{\Delta},\qquad \Delta=E-E_0+\tfrac{i}{2}\Gamma. \tag{21}$$

Then $S^\dagger S-1=gg^\dagger\left[i(\Delta-\Delta^*)+g^\dagger g\right]/|\Delta|^2$. As $i(\Delta-\Delta^*)=-\Gamma$, unitarity requires $\Gamma=g^\dagger g$. At the peak $T=2i\,gg^\dagger/\Gamma$. Let $B_e$ and $B_\mu$ be the fractions of $\Gamma$ due to the two lepton pairs. The squares of the entries leading from electrons to muons sum to $4B_eB_\mu$, and the first form of (20), with $p^2=s/4$, gives

$$\sigma_{\rm peak}=\frac{12\pi}{s}B_eB_\mu. \tag{22}$$

The value $12\pi/s$ is reached when the resonance couples only to electron pairs; it is then an elastic cross section. For muon production $B_e+B_\mu\le1$ implies $B_eB_\mu\le\tfrac14$, so the peak is at most $3\pi/s$. The limit also refers to one resonance. Unitarity alone would allow all four helicity states to have $S=-1$ in $J=1$, with $\sum|T|^2=16$ and an elastic cross section of $48\pi/s$. For muon production unitarity alone would allow the four electron states to pass wholly into the four muon states, with $\sum|T|^2=4$ and $12\pi/s$.

Now compare with the massless tree matrix. In (19) it is $-\alpha/3$ times a $2\times2$ block of ones, whose one nonzero singular value is $2\alpha/3$. At the elastic limit the corresponding value is $2$. Both matrices have rank one, so the cross sections compare as the squares:

$$\frac{\sigma}{12\pi/s}=\left(\frac{2\alpha/3}{2}\right)^2=\frac{\alpha^2}{9}. \tag{23}$$

Measured against the single-resonance muon bound $3\pi/s$, the fraction is $4\alpha^2/9$.

## 9. Where the phase convention must be kept consistent

Cross sections for definite helicities do not depend on the second-particle phase. The phase is a convention, and no rate for a given physical state depends on it. Beams polarized across their motion, however, are superpositions of helicities, and the coefficients that describe a given spin direction depend on the convention; they must be taken in the same convention as the amplitudes. Let both rest spins point along $+x$. By (3) the initial state is $\tfrac12\sum|\lambda_1\lambda_2\rangle$ with all signs positive. For massless leptons only $\lambda=\pm1$ contributes, and by (1) and (11) each of $\mu=\pm1$ has a rate proportional to

$$\tfrac14\left|e^{i\phi}\cos^2\tfrac\theta2+e^{-i\phi}\sin^2\tfrac\theta2\right|^2=\tfrac18(1+\cos^2\theta)+\tfrac18\sin^2\theta\cos2\phi. \tag{24}$$

The unpolarized average for each $\mu$ is the first term alone, so

$$\frac{d\sigma_{xx}}{d\sigma_{\rm unpol}}=1+\frac{\sin^2\theta\cos2\phi}{1+\cos^2\theta}. \tag{25}$$

At $\theta=90^\circ$ this is $2$ for $\phi=0$ and $0$ for $\phi=90^\circ$. The reason is visible in (17): the sum of $\boldsymbol\epsilon_{+1}$ and $\boldsymbol\epsilon_{-1}$ lies along $y$, and massless muons need a current component across their own direction. If the phase is dropped while the coefficients are kept, the positron state becomes (down $-$ up)$/\sqrt2$, a spin along $-x$, and the two values are exchanged. A calculation with Dirac spinors confirms both cases.

## 10. Numbers at 1000 MeV

Take the physical lepton masses and $\sqrt s=1000$ MeV, where $\beta_\mu=0.9774$, $\beta_e$ is 1 to this accuracy, and $\alpha/3=2.4325\times10^{-3}$. From (19),

$$T^1_{(+-)\to(+-)}=-2.4325\times10^{-3}\sqrt{0.9774}=-2.405\times10^{-3}.$$

For a final $(++)$ muon pair the extra factor is $\sqrt2\,(105.66/1000)=0.1494$, which gives $-3.593\times10^{-4}$. For an initial $(++)$ electron pair it is $\sqrt2\,(0.5110/1000)=7.227\times10^{-4}$, which gives $-1.738\times10^{-6}$. The electron mass therefore plays almost no part, while the muon mass opens a small but visible $\mu=0$ channel.

The cross section is $86.79$ nb, against $86.85$ nb without masses. The resonant limit is $12\pi/s=1.4679\times10^7$ nb, and

$$\frac{86.85}{1.4679\times10^7}=5.917\times10^{-6}=\frac{\alpha^2}{9}.$$

With masses kept, the fraction of the limit $3\pi/p^2$, in units of $\alpha^2/9$, is $0.725$ at $250$ MeV, $0.9992$ at $1000$ MeV and $1.0000$ at $10000$ MeV. The deficit at $1000$ MeV agrees with the expansion in section 7: $x=1-\beta_\mu^2=0.0447$ and $\tfrac38x^2=7.5\times10^{-4}$. All these values are lowest-order results with one photon; radiation, vacuum polarization, other higher orders and $Z$ exchange are left out. These are larger than the mass effect: at $1000$ MeV lepton loops in the photon propagator alone raise the cross section by about $2.5\%$, and the $\rho$ and the nearby $\phi(1020)$ each shift the amplitude by about $1\%$, with opposite signs. The digits shown belong to the lowest-order formula, not to the measured rate. The full set of values is in the numerical output.

## Computed results

```
helicity states against LS sums, largest error: 1.4e-16
parity rule, largest error: 3.0e-16
Test masses: sqrt(s) = 1.0, m_in = 0.3, m_out = 0.4
  photon exchange, norm of T^0 / alpha: 0.000000
  photon exchange, norm of T^1 / alpha: 0.576444
  photon exchange, norm of T^2 / alpha: 0.000000
  photon exchange, norm of T^3 / alpha: 0.000000
  photon exchange, norm of T^4 / alpha: 0.000000
  axial exchange, norm of T^0 / alpha: 0.332554
s*sigma, elastic resonance peak / pi: 12.000000
s*sigma, largest muon resonance peak / pi: 3.000000
Both beam spins along +x, theta = 90 deg, rate over unpolarized:
  phi = 0 deg: 2.0000; phase dropped: 0.0000
  phi = 90 deg: 0.0000; phase dropped: 2.0000
alpha: 0.007297353
electron mass: 0.510999 MeV
muon mass: 105.65838 MeV
sqrt(s): 1000.0 MeV
muon velocity beta_mu: 0.977418
alpha/3: 2.432451e-03
T1 (+-) -> (+-): -2.404828e-03
T1 (-+) -> (+-): -2.404828e-03
T1 (+-) -> (++): -3.593379e-04
T1 (++) -> (+-): -1.737877e-06
T1 (++) -> (++): -2.596797e-07
massless singular value of T1: 4.864902e-03
sigma with masses: 86.7886 nb
sigma massless: 86.8545 nb
resonant limit 12 pi/s: 1.467926e+07 nb
muon-channel bound 3 pi/s: 3.669814e+06 nb
massless sigma / resonant limit: 5.916817e-06
alpha^2/9: 5.916817e-06
massless sigma / muon-channel bound: 2.366727e-05
Ratio sigma/(3 pi/p^2) with masses, in units of alpha^2/9:
  sqrt(s) = 250 MeV: 0.725232
  sqrt(s) = 1000 MeV: 0.999241
  sqrt(s) = 10000 MeV: 1.000000
```
